# Primitive and centroid-virial kinetic-energy estimators for hydrogen in a harmonic site

## Definitions and conventions

A proton of mass $m$ moves in a fixed site with potential $V=\sum_i\tfrac12\kappa_i x_i^2$, where $\kappa_i=m\omega_i^2$. The axes are independent, so the formulas below are for one axis; means and variances add over the three. Let $\beta=1/kT$ and $u=\beta\hbar\omega$. Energies are in meV or eV and lengths in nm.

Split $e^{-\beta H}$ into $P$ factors, each with imaginary-time step $\beta/P$. The free-particle factor is

$$\langle x|e^{-\beta p^2/2mP}|x'\rangle=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{1/2}e^{-mP(x-x')^2/2\beta\hbar^2}.$$

The trace closes the chain into a ring of beads, $x_{P+1}=x_1$:

$$Z_P=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{P/2}\int d^Px\,e^{-S},\qquad S=A+\frac{\beta}{P}\sum_kV(x_k),$$

$$A=\frac{mP}{2\beta\hbar^2}\sum_k(x_k-x_{k+1})^2 .$$

Averages $\langle\cdot\rangle$ use the weight $e^{-S}$, and $\bar x=P^{-1}\sum_kx_k$ is the centroid. The two estimators are

$$K_{\rm pr}=\frac{P}{2\beta}-\frac{mP}{2\beta^2\hbar^2}\sum_k(x_k-x_{k+1})^2,$$

$$K_{\rm cv}=\frac1{2\beta}+\frac1{2P}\sum_k(x_k-\bar x)V'(x_k).$$

Their means agree at every $P$. In the harmonic site the variance of $K_{\rm pr}$ grows without limit as beads are added, while that of $K_{\rm cv}$ stays bounded. This does not make $K_{\rm pr}$ noisier at every $P$: a cold, coarse ring reverses the order. Variances here refer to independent rings.

## Why the means agree

At fixed $V$ the mass enters $H$ through $p^2/2m$, so $\partial H/\partial m=-p^2/2m^2$ and

$$\frac{\partial\ln Z}{\partial m}=-\beta\Big\langle\frac{\partial H}{\partial m}\Big\rangle=\frac{\beta}{m}\langle K\rangle .$$

Thus $\langle K\rangle=(m/\beta)\,\partial\ln Z/\partial m$. Applied to $Z_P$, the prefactor contributes $P/2\beta$. Since $A\propto m$, the exponent contributes $-\langle A\rangle/\beta$. The result is $\langle K_{\rm pr}\rangle$.

For the other form, let $y_k=x_k-\bar x$. Because $\partial y_k/\partial x_k=1-1/P$, the divergence is $\sum_k\partial y_k/\partial x_k=P-1$. In a smooth confining potential the boundary term vanishes, so

$$0=\int d^Px\sum_k\frac{\partial}{\partial x_k}\big(y_ke^{-S}\big)\quad\Rightarrow\quad\Big\langle\sum_ky_k\frac{\partial S}{\partial x_k}\Big\rangle=P-1 .$$

A common translation leaves $A$ unchanged, so $\sum_k\partial A/\partial x_k=0$ and $y_k$ may be replaced by $x_k$ in the spring part. As $A$ is quadratic, Euler's theorem gives $\sum_kx_k\,\partial A/\partial x_k=2A$. Therefore

$$2\langle A\rangle+\frac{\beta}{P}\Big\langle\sum_ky_kV'(x_k)\Big\rangle=P-1 .$$

Solving for $\langle A\rangle$ and inserting it in $\langle K_{\rm pr}\rangle=P/2\beta-\langle A\rangle/\beta$ gives

$$\langle K_{\rm pr}\rangle=\frac{P-(P-1)}{2\beta}+\frac1{2P}\Big\langle\sum_ky_kV'(x_k)\Big\rangle=\langle K_{\rm cv}\rangle .$$

No harmonic property was used. A test took $V=\kappa[x^2/2+x^3/(3a)+x^4/(4b^2)]$ with $\kappa=616.9$ eV/nm², $a=0.020$ nm, $b=0.015$ nm and $P=3$. For a proton at 300 K, quadrature over all three beads gave 30.778848 meV from both estimators.

## Variances in the harmonic site

The sum $\sum_k(x_k-x_{k+1})^2$ is a quadratic form that is diagonal in ring Fourier modes. Its eigenvalues are $\lambda_j=2-2\cos(2\pi j/P)=4\sin^2(\pi j/P)$. In real orthonormal mode coordinates $q_j$,

$$S=\tfrac12\sum_j(c\lambda_j+b)q_j^2,\qquad c=\frac{mP}{\beta\hbar^2},\quad b=\frac{\beta\kappa}{P}$$

(this $b$ replaces the length used in the test well). Hence $q_j=z_j/\sqrt{c\lambda_j+b}$ with independent standard normal $z_j$. Since $b/c=(u/P)^2$, define

$$f_j=\frac{b}{c\lambda_j+b}=\frac{(u/P)^2}{(u/P)^2+\lambda_j},\qquad f_0=1 .$$

The spring term in $K_{\rm pr}$ is $(c/2\beta)\sum_j\lambda_jq_j^2$, and $c\lambda_jq_j^2=(1-f_j)z_j^2$. In $K_{\rm cv}$, subtracting the centroid removes mode $j=0$, and $b=\beta\kappa/P$ gives $\kappa/2P=b/2\beta$. Thus

$$K_{\rm pr}=\frac1{2\beta}\sum_j\big[1-(1-f_j)z_j^2\big],\qquad K_{\rm cv}=\frac1{2\beta}\Big[1+\sum_{j\ne0}f_jz_j^2\Big].$$

With $\langle z_j^2\rangle=1$, both means equal $S_1/2\beta$, where $S_1=\sum_jf_j$. With ${\rm Var}(z_j^2)=2$ and $S_2=\sum_jf_j^2$,

$${\rm Var}K_{\rm pr}=\frac1{2\beta^2}\sum_j(1-f_j)^2=\frac{P-2S_1+S_2}{2\beta^2},$$

$${\rm Var}K_{\rm cv}=\frac1{2\beta^2}\sum_{j\ne0}f_j^2=\frac{S_2-1}{2\beta^2}.$$

Subtracting gives the crossover criterion

$${\rm Var}K_{\rm pr}-{\rm Var}K_{\rm cv}=\frac{P+1-2S_1}{2\beta^2}=\frac{P+1-4\beta\langle K\rangle}{2\beta^2}.$$

For $P=2$ the numerator is $1-2f_1$, with $f_1=(u/2)^2/[(u/2)^2+4]$. It is negative when $u>4$, so the primitive estimator is then the quieter one.

**Growth and bound.** Write $1-f_j=\Lambda_j/(\Lambda_j+u^2)$ with $\Lambda_j=4P^2\sin^2(\pi j/P)$. Label modes by $|j|\le P/2$. For fixed $j>0$, $P\sin(\pi j/P)=\pi j\,(\sin t)/t$ with $t=\pi j/P\le\pi/2$. Raising $P$ lowers $t$ and raises $(\sin t)/t$, so every existing nonzero-mode term in ${\rm Var}K_{\rm pr}$ rises. Each added bead also brings one new positive term. The growth is therefore strict at fixed temperature and frequency.

On the same interval $\sin t\ge2t/\pi$, so $\Lambda_j\ge16j^2$ and

$${\rm Var}K_{\rm cv}\le\frac1{\beta^2}\sum_{j\ge1}\Big(\frac{u^2}{u^2+16j^2}\Big)^2 ,$$

a convergent sum independent of $P$. Individual $f_j$ fall with $P$ while new modes enter, so the bounded variance need not be monotonic.

## Closed sums and limits

Set $2\sinh(\theta/2)=u/P$ and $g=1+u^2/4P^2=\cosh^2(\theta/2)$. Then $(u/P)^2+\lambda_j=2\cosh\theta-2\cos\phi_j$ with $\phi_j=2\pi j/P$. Factoring each term as $e^{-\theta}(e^\theta-e^{i\phi_j})(e^\theta-e^{-i\phi_j})$ and using the roots of unity,

$$\prod_j(2\cosh\theta-2\cos\phi_j)=e^{-P\theta}(e^{P\theta}-1)^2=4\sinh^2(P\theta/2).$$

The logarithmic derivative with respect to $\theta$ is

$$\sum_j\frac{2\sinh\theta}{(u/P)^2+\lambda_j}=P\coth(P\theta/2).$$

Multiply by $(u/P)^2/(2\sinh\theta)$ and use $\sinh\theta=2\sinh(\theta/2)\cosh(\theta/2)=(u/P)\sqrt g$:

$$S_1=\frac{u}{2\sqrt g}\coth\frac{P\theta}{2}.$$

For $S_2$, differentiate $f_j=w/(w+\lambda_j)$ with $w=(u/P)^2$: $w\,df_j/dw=w\lambda_j/(w+\lambda_j)^2=f_j-f_j^2$. At fixed $P$, $w\,d/dw=(u/2)\,d/du$, so $S_2=S_1-(u/2)\,dS_1/du$. Since $d\theta/du=1/(P\sqrt g)$ and $dg/du=u/2P^2$,

$$\frac{dS_1}{du}=\frac{S_1}{u}-\frac{u}{4g\sinh^2(P\theta/2)}-\frac{uS_1}{4P^2g},$$

$$S_2=S_1\Big[\frac12+\frac{u^2}{8P^2g}\Big]+\frac{u^2}{8g\sinh^2(P\theta/2)} .$$

**Many beads.** As $P\to\infty$, $g\to1$ and $P\theta/2\to u/2$. The mean becomes the quantum oscillator value $\langle K\rangle_\infty=(\hbar\omega/4)\coth(u/2)$, and

$${\rm Var}K_{\rm cv}\to\frac1{2\beta^2}\Big[\frac u4\coth\frac u2+\frac{u^2}{8\sinh^2(u/2)}-1\Big].$$

Because $S_1$ and $S_2$ are finite, ${\rm Var}K_{\rm pr}$ eventually gains $1/2\beta^2$ per bead.

For the leading bead error, expand $P\theta/2=u/2-u^3/48P^2+\dots$ and $g^{-1/2}=1-u^2/8P^2+\dots$. Since $\coth(t-\delta)=\coth t+\delta/\sinh^2t+\dots$,

$$\langle K\rangle_\infty-\langle K\rangle_P\simeq\frac1{2\beta P^2}\Big[\frac{u^3}{16}\coth\frac u2-\frac{u^4}{96\sinh^2(u/2)}\Big].$$

For $u\gg1$ and $P\gg u$, the relative error is about $u^2/8P^2$.

**Hot site.** When $u\to0$ at fixed $P$, $f_j\to0$ for $j\ne0$, so ${\rm Var}K_{\rm pr}\to(P-1)/2\beta^2$. Expanding the many-bead virial bracket, its constant and $u^2$ terms cancel and $u^4/720$ remains. Thus ${\rm Var}K_{\rm cv}\simeq u^4/1440\beta^2$. The virial estimator becomes the classical constant $1/2\beta$; the primitive one still subtracts fluctuating spring energy.

## Scheme

Let $L$ be the matrix of the form $\sum_k(x_k-x_{k+1})^2=x^TLx$. The following draws independent rings:

```
for each axis with force constant kappa:
    M = (m*P/(beta*hbar^2))*L + (beta*kappa/P)*I
    C = lower Cholesky factor of M          # M = C C^T
    for n = 1..N:
        z = P independent standard normals
        solve C^T x = z                    # covariance M^-1
        xbar   = mean(x)
        spring = sum_k (x[k] - x[k+1])^2   # includes link P -> 1
        Kpr[n] += P/(2*beta)
                  - m*P*spring/(2*beta^2*hbar^2)
        Kcv[n] += 1/(2*beta)
                  + sum_k (x[k]-xbar)*V'(x[k])/(2*P)
report means, variances, and mean and error of Kpr - Kcv
```

Initialize both arrays to zero before the axis loop. Build $L$ by adding every link, including the closing one. For $P=2$ there are two links between the same beads, so the off-diagonal elements are $-2$.

**Cost.** Either estimator takes $O(P)$ operations per ring and axis, given the forces. Dense factorization costs $O(P^3)$ once, and each draw costs $O(P^2)$. Sampling the known Fourier modes with a fast transform lowers a draw to $O(P\log P)$. At fixed statistical error and large $P$, the number of rings grows as $P$ for the primitive estimator and tends to a constant for the virial one.

**Stability.** For even $P$ the condition number of $M$ is $(4c+b)/b=1+4P^2/u^2$. With $P=128$ and $u=4.255$ it is about 3600, harmless in double precision. It diverges for a free particle, whose centroid is unconfined. A negative $\kappa$ makes the centroid weight non-normalizable, and $M$ then has no Cholesky factor; if $\kappa$ is negative only at rounding level, the numerical routine may not notice.

## Hydrogen at 300 K

The example takes rough typical quanta for hydrogen in a tetrahedral site of body-centred tantalum: 0.11 eV on one axis and 0.16 eV on two. With $kT=25.852$ meV, $u=4.255$ and 6.189. The many-bead energy is

$$\langle K\rangle_\infty=\tfrac{110}{4}\coth(2.13)+2\cdot\tfrac{160}{4}\coth(3.09)=28.3+80.3=108.6\ {\rm meV},$$

or 0.003992 hartree. The classical value $3kT/2$ is 38.8 meV, so zero-point motion dominates.

Each row below uses 40,000 independent rings. Means and standard errors are sampled; variances are from the formulas.

| $P$ | primitive mean, meV | virial mean, meV | Var pr, meV² | Var cv, meV² |
|---|---|---|---|---|
| 2 | 63.93 ± 0.06 | 63.75 ± 0.10 | 132 | 427 |
| 4 | 88.76 ± 0.16 | 88.90 ± 0.12 | 1014 | 594 |
| 16 | 107.6 ± 0.5 | 106.8 ± 0.1 | 12007 | 493 |
| 64 | 109.7 ± 1.2 | 108.7 ± 0.1 | 60025 | 474 |
| 128 | 108.1 ± 1.8 | 108.5 ± 0.1 | 124179 | 472 |

At $P=128$ the paired difference is $-0.4\pm1.8$ meV, consistent with zero. The sampled variances there are 123,901 and 467 meV², close to the formulas. From $P=64$ to 128 the sampled primitive variance rises by 996 meV² per bead; the predicted asymptotic slope is $3(kT)^2/2=1002$ meV².

The reversed order at $P=2$ follows from the criterion summed over axes. The finite-$P$ mean is 63.875 meV, so

$$\frac{(kT)^2}{2}\Big[3(P+1)-\frac{4\langle K\rangle}{kT}\Big]=334.2\,(9-9.883)=-295\ {\rm meV}^2,$$

which equals $132-427$. The primitive estimator first becomes noisier at $P=4$. This low-noise region is of no use for the quantum energy: at $P=2$ the mean is 41 % below its many-bead value. The bead error first falls below 1 % at $P=21$ and is 0.10 % at $P=64$.

At $P=64$ a standard error of 0.1 meV requires ${\rm Var}/(0.1\ {\rm meV})^2$ independent rings: $6.0\times10^6$ for the primitive estimator and $4.7\times10^4$ for the virial one. The variance ratio is 127. At 700 K, with $P$ and the quanta unchanged, it is 1626, in the direction of the hot-site limit.

## What the site model leaves out

The jump between neighbouring tetrahedral sites has equal components along the soft axis and one stiff axis. Averaging their force constants gives a path quantum of 0.137 eV. With a lattice constant of 0.33 nm the jump length is $d=0.1167$ nm. As a simple model, take the periodic profile $V_0\sin^2(\pi x/d)$. Its curvature at a minimum is $2\pi^2V_0/d^2$; matching the path force constant gives $V_0=0.313$ eV. The crystal does not repeat in this way: beyond either site the straight line passes within about 0.06 nm of a host atom (the site-to-host distance is 0.18 nm), so the potential rises instead of forming another barrier. The model therefore probably overstates the softening.

Diagonalizing this profile gives a kinetic energy of 30.6 meV along the path, about 12 % below the 34.7 meV of a one-dimensional oscillator with the same force constant. That 4 meV is about 4 % of the three-dimensional energy; anharmonicity in the other directions is not estimated. In this periodic model the tunnelling bandwidth is 0.13 meV, far below $kT$, and the thermal population above the barrier is about $10^{-5}$; neither is a prediction for tantalum. Host recoil, estimated from half the proton-to-host mass ratio, changes a frequency by about 0.3 %.

The barrier height is a consequence of the assumed profile, not a computed property of tantalum. Activation energies for hydrogen diffusion in bulk tantalum near and above room temperature are roughly 0.1 to 0.2 eV. They are not static barriers: zero-point energy and lattice-assisted tunnelling also enter, so they do not fix $V_0$. The 12 % is therefore only a size estimate. It also assumes that the quanta are curvatures at the minimum. Quanta read from neutron spectra are $0\to1$ transition energies, which already include the softening. In the profile above that transition lies at 0.120 eV, not 0.137 eV. Fitting the transition to 0.137 eV instead gives $V_0\approx0.40$ eV and a path kinetic energy of 34.8 meV, within 1 % of the harmonic value. Real tantalum films may also be tetragonal, nitrided or disordered, with a spread of sites. Since $\coth(u/2)$ is near one here, a 10 % change in all quanta moves the kinetic energy by nearly 10 %.

## Failure modes

- **Agreement mistaken for convergence.** The estimators agree at every $P$, including $P=2$. Their difference tests the sampling of the ring's internal modes and whether forces and factors match the sampled weight. It cannot reveal poor sampling of the centroid: since $\sum_ky_k=0$, the integration by parts holds at each fixed $\bar x$, so a run whose centroid stays in one of several wells still gives equal means, provided the internal modes are fully sampled at each centroid position. Bead convergence requires changing $P$.
- **Wrapped coordinates.** In a periodic cell, unwrap the ring before forming $\bar x$. A bead moved by a cell length otherwise gives a false displacement in $K_{\rm cv}$.
- **Discontinuous potentials.** At a hard wall or step, the pointwise force omits a boundary contribution, and the integration by parts above no longer gives this $K_{\rm cv}$.
- **Correlated sampling.** For a Markov chain, replace $N$ by $N/2\tau$, where $\tau$ is the integrated correlation time in steps, with value $1/2$ for independent samples. It can differ between estimators, so the variance ratio alone does not give the ratio of run lengths.
- **Anharmonic variances.** Equality of means extends to smooth confining wells; the variance formulas and the strict growth proof are for the harmonic site.

The complete set of bead numbers is in the numerical output below.

## Values computed for the example and the checks

```
temperature 300 K, kT = 25.852 meV
vibrational quanta (eV): 0.11 0.16 0.16
u = quantum/kT: 4.255 6.189 6.189
force constants (eV/nm^2): 291.6 616.9 616.9
hbar^2/m_p = 4.1500e-05 eV nm^2
independent rings per bead number: 40000
3D kinetic energy (meV): P, formula, primitive+-err, virial+-err
    2   63.875   63.928 +- 0.058   63.753 +- 0.104
    4   88.819   88.757 +- 0.158   88.900 +- 0.121
    8  102.347  102.642 +- 0.326  102.225 +- 0.116
   16  106.935  107.633 +- 0.546  106.775 +- 0.111
   32  108.191  107.174 +- 0.837  108.279 +- 0.110
   64  108.513  109.714 +- 1.226  108.708 +- 0.110
  128  108.594  108.071 +- 1.760  108.509 +- 0.108
variance (meV^2): P, prim sampled, formula, virial sampled, formula
    2     134.0     131.6   430.1   426.7
    4     994.4    1014.1   586.7   594.0
    8    4261.3    4270.5   535.7   539.9
   16   11907.3   12006.5   490.9   493.2
   32   28035.0   27965.9   481.1   477.7
   64   60137.9   60024.7   482.3   473.5
  128  123901.4  124178.8   467.0   472.4
paired difference primitive - virial (meV): P, mean +- err
    2   0.175 +- 0.159
    4  -0.142 +- 0.272
    8   0.416 +- 0.418
   16   0.857 +- 0.611
   32  -1.105 +- 0.883
   64   1.005 +- 1.258
  128  -0.439 +- 1.782
many-bead kinetic energy 108.621 meV = 0.003992 Ha
classical kinetic energy 3kT/2 = 38.778 meV
many-bead virial variance 472.1 meV^2
primitive variance slope, formula 1002.5 meV^2 per bead
slope sampled from P=64 to 128: 996.3 meV^2 per bead
first P with primitive noisier than virial: 4
first P with bead error below 1 percent: 21
P=32: bead error 0.396 %, variance ratio 58.5
P=64: bead error 0.099 %, variance ratio 126.8
P=128: bead error 0.025 %, variance ratio 262.8
rings for 0.1 meV error, P=64: prim 6.002e+06, virial 4.735e+04
700 K, P=64: K = 130.20 meV, variance ratio 1625.6
anharmonic well, P=3, one axis: primitive 30.778848 meV, virial 30.778848 meV
lattice constant 0.33 nm, jump length 0.1167 nm
path quantum 0.1373 eV, model barrier 0.313 eV
path kinetic energy: harmonic 34.66 meV, sinusoidal 30.64 meV
anharmonic shift -11.6 %
basis and mesh shift 1.7e-14 meV
tunnelling bandwidth 0.129 meV
population above the model barrier 1e-05
host mass 181 u, recoil effect about 0.28 %
```
